# The surface charge that cancels the field inside a polar slab, part 2

A slab of rigid planes of alternating charge has a macroscopic field inside unless its surfaces carry extra charge. Units are atomic ($e=4\pi\varepsilon_0=1$); with charges in $e$ and lengths in Å, the factor $k_e=14.3996$ eV Å gives volts or eV.

Planes $j=0,\dots,2N-1$, counted from the bottom, lie at heights $z_j$ with charge per area $\sigma_j=(-1)^j\sigma$, where $\sigma=Z/A$ for one ion $\pm Z$ per cell area $A$. If the lowest plane is negative, charges, fields, dipoles and potentials change sign. The outermost gaps are $R_1$, the kind that was cut is $R_2$, the period is $d=R_1+R_2$ and the thickness $L=Nd-R_2$. One plane, with lateral offset $\mathbf s$ and reciprocal vectors $\mathbf G$, has the potential

$$V(\mathbf r, z) = -2\pi\sigma_j|z - z_j| + \sum_{\mathbf G\neq 0}\frac{2\pi\sigma_j}{G}\,e^{-G|z - z_j|}\,e^{i\mathbf G\cdot(\mathbf r - \mathbf s)}, \tag{5}$$

up to a constant. From here $V$, $E=-V'$ and the charge density $\bar\rho$ are planar averages. With $Q(z)$ the charge per area below $z$,

$$E(z) = 2\pi Q(z) - 2\pi\,[-Q(z)] = 4\pi Q(z). \tag{6}$$

The bare slab's period-averaged field is

$$\bar E_0 = \frac{4\pi\sigma R_1 + 0\cdot R_2}{d} = 4\pi\sigma\frac{R_1}{R_1+R_2}. \tag{9}$$

Extra charges $-\sigma'$ on plane 0 and $+\sigma'$ on plane $2N-1$ give gap fields and average

$$E_1 = 4\pi(\sigma - \sigma'), \qquad E_2 = -4\pi\sigma'. \tag{10}$$

$$\bar E = \frac{E_1R_1 + E_2R_2}{d} = \frac{4\pi\,[\sigma R_1 - \sigma'(R_1 + R_2)]}{d} = 4\pi\left(\sigma\frac{R_1}{d} - \sigma'\right). \tag{11}$$

The average vanishes at

$$\sigma' = \sigma_c = f\sigma, \qquad f = \frac{R_1}{R_1 + R_2}. \tag{12}$$

For neutral repeat units of dipole per area $p$, the extra bottom charge is

$$q_b = \frac{p}{d}, \tag{13}$$

and the other cut has

$$f' = 1 - f = \frac{R_2}{R_1 + R_2}. \tag{14}$$

At $\sigma_c$ a sawtooth of height $4\pi\sigma R_1R_2/d$ remains, and an equal residual step across the slab. The slab's dipole per area,

$$D(\sigma') = -N\sigma R_1 + \sigma' L, \tag{15}$$

vanishes at $\sigma_0$:

$$\sigma_0 = \frac{N\sigma R_1}{L}, \qquad \sigma_0 - \sigma_c = \frac{N\sigma R_1 - \sigma_c L}{L} = -\frac{D(\sigma_c)}{L} = \frac{\sigma R_1R_2}{d\,L}. \tag{17}$$

Examples: $Z=2$, $\varepsilon=10$, $E_g=4.0$ eV; rocksalt $a=4.0$ Å, ideal wurtzite $a=3.0$ Å.

## Energy, screening and the approach to $\sigma_c$

### Field energy

The energy per area of the planar-averaged field is $W = \int E^2/8\pi\,dz$. A gap of width $R$ with field $4\pi Q$ contributes $(4\pi Q)^2R/8\pi = 2\pi Q^2R$, so by (10)

$$W(\sigma') = 2\pi\left[NR_1(\sigma - \sigma')^2 + (N-1)R_2\,\sigma'^2\right]. \tag{19}$$

The same quantity is a sum over pairs of sheets. Since $\bar\rho = -V''/4\pi$, an integration by parts gives $\tfrac12\int\bar\rho V\,dz = \int V'^2/8\pi\,dz$, the boundary term $VV'$ vanishing because there is no field outside. Inserting the sheet potentials, $W = -\pi\sum_{i,j}\sigma_i\sigma_j|z_i - z_j|$. The program evaluates this pair sum and compares its consequences with those of (19).

For the bare slab $W(0) = 2\pi N R_1\sigma^2$. For the compensated slab $\sigma - \sigma_c = \sigma R_2/d$, and

$$W(\sigma_c) = \frac{2\pi\sigma^2}{d^2}\left[NR_1R_2^2 + (N-1)R_2R_1^2\right] = \frac{2\pi\sigma^2R_1R_2}{d^2}\,(Nd - R_1),$$

where $R_1R_2$ was factored out and $NR_2 + (N-1)R_1 = Nd - R_1$. Subtracting, with $1 - R_2/d = R_1/d$,

$$W(0) - W(\sigma_c) = 2\pi\sigma^2 NR_1\left(1 - \frac{R_2}{d}\right) + \frac{2\pi\sigma^2R_1^2R_2}{d^2} = N\,\frac{2\pi\sigma^2R_1^2}{d} + \frac{2\pi\sigma^2R_1^2R_2}{d^2}. \tag{20}$$

Both slabs have an energy linear in $N$, but the bare slab costs $2\pi\sigma^2R_1^2/d$ more per bilayer. This equals $\bar E_0^2d/8\pi$, the energy of the macroscopic field in one period, as substituting (9) shows. The harmonics of (5) also carry energy, but the two slabs differ only in the charge of their outer planes, and those interact through the harmonics only with nearby planes. That difference is independent of $N$ up to exponentially small terms and does not alter the growth rate. A surface energy computed as slab energy minus bulk energy therefore grows without bound for the bare rigid slab. Any compensating process with a finite cost per area lowers the energy once the slab is thick enough.

### A model of electronic compensation

Two ingredients are added. First, the space between the outer planes is filled with a uniform linear dielectric of permittivity $\varepsilon$. Equation (6) then gives the displacement field $4\pi Q$, the field is $4\pi Q/\varepsilon$, and the energy density, the product of the two over $8\pi$, is divided by $\varepsilon$. The macroscopic field (11) becomes $4\pi(\sigma_c - \sigma')/\varepsilon$. It is smaller, and it vanishes at the same $\sigma_c$, because the same $\varepsilon$ divides the field in both kinds of gap, so the induced polarization averaged over a period is proportional to $\bar E$ and disappears with it. With different permittivities $\varepsilon_1$ and $\varepsilon_2$ in the two gaps the condition would read $(\sigma-\sigma')R_1/\varepsilon_1 = \sigma' R_2/\varepsilon_2$, the local polarizations would not cancel at $\bar E = 0$, and the zero would move. That uncancelled polarization, like any polarization that survives at zero field, belongs to $p$ in (13). The polarization that the structure itself carries at zero field is treated with the wurtzite structure below. Second, the extra charge is made by moving electrons from the top anion plane, where in the bare slab $V$ is lowest and an electron's energy $-V$ highest, to the bottom cation plane, at a fixed cost $E_g$ per electron. This cost lumps together everything the planar average leaves out, including the site potentials that come from the harmonics of (5). It is not the band gap of the compensated crystal: at $\bar E = 0$ the sawtooth remains, and moving an electron from an interior anion plane to a neighbouring cation plane costs $E_g - 4\pi\sigma R_1R_2/(\varepsilon d)$, which is the gap of the model. The number of electrons moved per area is $\sigma'\ge0$, so the energy to be minimized is

$$F(\sigma') = \frac{W(\sigma')}{\varepsilon} + E_g\sigma'.$$

Differentiating (19),

$$\frac{dF}{d\sigma'} = \frac{4\pi}{\varepsilon}\left[-NR_1(\sigma - \sigma') + (N-1)R_2\sigma'\right] + E_g = \frac{4\pi}{\varepsilon}\left[\sigma'L - N\sigma R_1\right] + E_g. \tag{21}$$

The bracket is $D(\sigma')$, so the stationary point is where the potential drop across the slab, $-4\pi D/\varepsilon$, equals $E_g$. The second derivative $4\pi L/\varepsilon$ is positive, so the point is a minimum. If it falls at negative $\sigma'$ the constrained minimum is at zero. Hence

$$\sigma' = \max\left(0,\ \frac{N\sigma R_1 - \varepsilon E_g/4\pi}{L}\right) = \max\left(0,\ \sigma\,\frac{(N - N_c)R_1}{L}\right), \qquad N_c = \frac{E_g}{4\pi\sigma R_1/\varepsilon}. \tag{22}$$

No charge moves until the screened drop, $4\pi\sigma R_1/\varepsilon$ per bilayer, has added up to $E_g$. With $E_g = 0$ the result is the zero-dipole value $\sigma_0$. Above the threshold, using (17),

$$\sigma' - \sigma_c = \frac{1}{L}\left(\frac{\sigma R_1R_2}{d} - \frac{\varepsilon E_g}{4\pi}\right) = \frac{\sigma R_1}{L}\left(\frac{R_2}{d} - N_c\right). \tag{23}$$

In this model $\varepsilon$ and $E_g$ fix the threshold and the $1/L$ correction, and neither enters the limit $\sigma_c$. The limit is approached from below when $N_c > R_2/d$, that is when $E_g$ exceeds the screened residual step, and from above when $N_c < R_2/d$. The offset (23) equals $-\varepsilon/(4\pi L)$ times the gap of the model, so the first case is a positive gap and the second a negative one. The second case is held in place by confining the carriers to the outer planes. For $\sigma' > \sigma_c$ and $N \ge 2$ the mean field is reversed, so plane 1 lies lower in potential than the top plane, the drop from plane 0 to plane 1 exceeds $E_g$, and moving electrons between those two planes would lower the energy further. The program tests (22) by numerical minimization of the pair-sum energy for both example crystals and five thicknesses.

The model is crude for thin slabs. A uniform $\varepsilon$ has little meaning across a single interplanar gap, the cost per electron is taken independent of how many have moved, the carriers are confined to the outer planes and the ions do not relax. The fields are also large. By (11) and (22) the wurtzite example below keeps a mean field of 0.61 V/Å (61 MV/cm) at $N = 2$ and 0.18 V/Å at $N = 5$, above the breakdown fields of bulk insulators (of order 1 to 10 MV/cm), so a linear $\varepsilon$ is not assured there. Values at small $N$ illustrate the trend and do not predict a material. The thick limit rests on (11), on the same $\varepsilon$ acting in both kinds of gap, and on the cost per area being finite. A slab of a few layers may stay uncompensated or change its structure, and then (12) does not describe it. In a metal the carriers screen within the interior, the planes cannot be assigned fixed charges, and there is no macroscopic field to cancel.

## Geometry of the three structures

### Rocksalt (111)

The ions lie at $(a/2)(i,j,k)$ with integer $i,j,k$, cations where $i+j+k$ is even and anions where it is odd. The height along the unit vector $(1,1,1)/\sqrt3$ is $(a/2)(i+j+k)/\sqrt3$. A plane of fixed height has fixed $i+j+k$ and so one kind of ion, and successive planes alternate with equal spacing,

$$R_1 = R_2 = \frac{a}{2\sqrt3}, \qquad d = \frac{a}{\sqrt3}, \qquad f = \frac12. \tag{24}$$

The vectors $\mathbf a_1 = (a/2)(1,-1,0)$ and $\mathbf a_2 = (a/2)(0,1,-1)$ span a plane. They have length $a_h = a/\sqrt2$, and their cross product is $(a^2/4)(1,1,1)$, so $A = \sqrt3\,a^2/4$. The product $Ad = a^3/4$ is the volume per formula unit of a cubic cell holding four units, which confirms one ion per cell per plane. The ratio $d/a_h$ is $\sqrt{2/3}$. The six neighbours of an ion lie at $\pm a/2$ along the cube axes, three in the plane above and three in the plane below.

The value one half also follows from symmetry. The other cut gives a slab with an anion plane at the bottom and a cation plane on top. Inversion through an ion is a symmetry of the crystal and carries the first kind of slab into the second, so $f' = f$, and (14) gives $f = 1/2$. The extra charge is $Z/2$ per surface cell.

### Zincblende (111)

The cations form the same face-centred lattice, with planes $d = a/\sqrt3$ apart and the same $A$, and each anion is displaced from a cation by $(a/4)(1,1,1)$. This vector points along the normal and has length $\sqrt3a/4 = \tfrac34 d$. The gaps are $\tfrac34d$, spanned by one bond per ion, and $\tfrac14 d$, spanned by the other three. Cutting the wide gap breaks one bond per ion and gives $R_1 = d/4$, $f = 1/4$, with no free parameter in the structure.

### Wurtzite (0001)

With hexagonal lattice constants $a = a_h$ and $c$, so that $A = \sqrt3a^2/2$, the cations lie at fractional coordinates $(\tfrac13,\tfrac23,0)$ and $(\tfrac23,\tfrac13,\tfrac12)$, and each has an anion directly above it at a distance $uc$. The direction [0001] points from cation to anion along this axial bond. The planes lie at heights $0$ (cation), $uc$ (anion), $c/2$ (cation), $(\tfrac12+u)c$ (anion). The gaps are $uc$, spanned by the axial bond, and $(\tfrac12 - u)c$, spanned by three basal bonds whose lateral extent is $a/\sqrt3$, the distance from the centre of a lattice triangle to its corners. For the planar average the period is $d = c/2$. Cutting the axial bonds leaves an anion plane at the bottom and a cation plane, the (0001) face, on top, with

$$R_1 = \left(\tfrac12 - u\right)c, \qquad R_2 = uc, \qquad f = \frac{(\tfrac12 - u)c}{c/2} = 1 - 2u. \tag{25}$$

The other cut, which breaks three bonds per ion, has $f' = 2u$.

The ideal structure has regular tetrahedra. The four bond vectors of a regular tetrahedron sum to zero, so the axial bond balances the normal components of the three basal bonds, $uc = 3(\tfrac12 - u)c$, which gives $u = 3/8$. The bond lengths must also be equal, $u^2c^2 = a^2/3 + (\tfrac12 - u)^2c^2$. Expanding the square, the terms $u^2c^2$ cancel and $uc^2 = a^2/3 + c^2/4$, or $u = \tfrac14 + a^2/(3c^2)$. With $u = 3/8$ this requires $a^2/(3c^2) = 1/8$, so $c/a = \sqrt{8/3} = 1.632993$ and $d/a_h = \sqrt{2/3}$. The program solves the equal-length condition numerically at this $c/a$ and finds $u = 0.375000$. Then $f = 1/4$ and $f' = 3/4$. Because the lowest plane is now negative the signs are reversed: the cation face needs $-\sigma/4$, which one cation vacancy per $2\times2$ cell supplies, and the anion face needs $+\sigma/4$. A $2\times2$ pattern has reciprocal vectors half as long, so its harmonics decay half as fast in $z$, while the planar average is unaffected.

The hexagonal symmetry of wurtzite does not fix $u$. One quarter requires $u = 3/8$, and in the point-ion model $f - \tfrac14 = 2(\tfrac38 - u)$, whatever $c/a$ is. At the model value $u = 0.40$ this gives $f = 0.2$. The departure from the ideal value, times $\sigma$, is the point-ion part of what is called the spontaneous polarization, measured from the tetrahedral reference.

The excess energy of the bare slab grows with every bilayer, the charge moved in the electron-transfer model tends to $\sigma_c$ as the slab thickens, and the crystal geometry gives $f$ for rocksalt, zincblende and wurtzite. It remains to decide which ionic charge enters $\sigma_c$, to check the result by direct Coulomb sums, and to work through the numerical examples.
